# Metal heights on Si(111) from an X-ray standing-wave coherent position: a program that tests the result

```python
# Result under test: a coherent position P of the Si(111) standing wave means
#   height above diffraction plane = (P + n) d,          n any integer,
#   height above upper Si plane    = (P + n - 1/8) d,
#   height above lower Si plane    = (P + n + 1/8) d,    d = a/sqrt(3).
# P, f: phase/(2 pi) and modulus of the average of exp(2 pi i z/d).
# z is measured outward along [111]; a is the silicon lattice parameter.
# T1, T4, H3: lateral sites on top of an upper Si atom, above a lower Si
# atom of the same bilayer, and in the hollow. Lengths are in nm.
import numpy as np
from scipy.constants import physical_constants

a = physical_constants["lattice parameter of silicon"][0] * 1e9
d = a / np.sqrt(3)
P, sigma_P, f_measured = 0.86, 0.01, 0.90
orders = [-1, 0, 1, 2]
bond_min, bond_max = 0.21, 0.26
normal = np.ones(3) / np.sqrt(3)


def wrapped(x):
    """Difference of phases in cycles, brought to [-1/2, 1/2)."""
    return (x + 0.5) % 1.0 - 0.5


# --- Explicit silicon half crystal, origin on an upper surface atom ---
atoms = []
for i in range(-5, 6):
    for j in range(-5, 6):
        for k in range(-5, 6):
            cell = 0.5 * np.array([j + k, i + k, i + j])
            atoms.append(cell)
            atoms.append(cell + 0.25)
atoms = a * np.array(atoms)
substrate = atoms[atoms @ normal < 1e-9]
levels = np.unique(np.round(substrate @ normal, 8))[::-1]
upper_plane, lower_plane = levels[0], levels[1]


def silicon_phase(H):
    basis = np.array([[0, 0, 0], [0.25, 0.25, 0.25]])
    return np.angle(np.exp(2j * np.pi * basis @ np.array(H)).sum()) / (2*np.pi)


# Locate the density maximum of the (111) component by a direct search,
# using the atomic planes of the half crystal.
z_scan = np.linspace(-d / 2, d / 2, 20001)
density = sum(np.cos(2*np.pi*(z_scan - s)/d) for s in (upper_plane, lower_plane))
diffraction_plane = z_scan[np.argmax(density)]
assert abs(upper_plane - diffraction_plane - d / 8) < 1e-4
assert abs(diffraction_plane - lower_plane - d / 8) < 1e-4
assert abs(diffraction_plane / d - silicon_phase([1, 1, 1])) < 1e-4

# --- Standing wave from the one-dimensional wave equation (d = 1) ---
# Dielectric function 1 + chi0 + 2 chih cos(2 pi z) fills z < 0.
chi0, chih = -1.5e-4, -1.0e-4
slices = 64
z_mid = -1 + (np.arange(slices) + 0.5) / slices
eps = 1 + chi0 + 2 * chih * np.cos(2 * np.pi * z_mid)
detuning = np.linspace(-0.95, 0.95, 39)
kappa = np.pi * abs(chih) / 2
k_values = (np.pi + detuning * kappa) / (1 + chi0 / 2)
reflection = []
for k in k_values:
    M = np.eye(2)
    for e in eps:
        q = k * np.sqrt(e)
        c, s = np.cos(q / slices), np.sin(q / slices)
        M = np.array([[c, s / q], [-q * s, c]]) @ M
    values, vectors = np.linalg.eig(M)
    assert np.max(np.abs(np.imag(values))) < 1e-9
    mode = np.real(vectors[:, np.argmax(np.abs(values))])  # decays inward
    slope = mode[1] / mode[0]
    reflection.append((1j * k + slope) / (1j * k - slope))
reflection = np.array(reflection)
v_wave = -np.angle(reflection)
v_theory = np.arccos(detuning)
phase_error = np.max(np.abs(v_wave - v_theory))
assert phase_error < 5e-3
assert np.all(np.diff(v_wave) < 0)          # antinodes move inward
assert np.max(np.abs(np.abs(reflection) - 1)) < 1e-9

# --- Simulated yield of atoms with known height, then a fit for P, f ---
u = 0.008
ordered_fraction = 0.91
nodes, weights = np.polynomial.hermite.hermgauss(24)
weights = weights / np.sqrt(np.pi)
random_z = (np.arange(100) + 0.5) / 100


def fitted_position(height_in_d):
    signal = []
    for k, r in zip(k_values, reflection):
        def intensity(z):
            return np.abs(np.exp(-1j * k * z) + r * np.exp(1j * k * z))**2
        z_vib = height_in_d + np.sqrt(2) * (u / d) * nodes
        signal.append(ordered_fraction * weights @ intensity(z_vib)
                      + (1 - ordered_fraction) * intensity(random_z).mean())
    columns = np.column_stack([2 * np.ones_like(v_theory),
                               2 * np.cos(v_theory), 2 * np.sin(v_theory)])
    scale, C, S = np.linalg.lstsq(columns, np.array(signal), rcond=None)[0]
    return np.arctan2(S, C) / (2 * np.pi) % 1, np.hypot(C, S) / scale


vibration_factor = np.exp(-2 * np.pi**2 * u**2 / d**2)
fits = [fitted_position(P + n) for n in (0, 1)]
for P_fit, f_fit in fits:
    assert abs(wrapped(P_fit - P)) < 2e-3
    assert abs(f_fit - ordered_fraction * vibration_factor) < 5e-3

# --- Height lists; each must reproduce P in the explicit crystal ---
z_list = np.array([(P + n) * d for n in orders])
upper_list = np.array([(P + n - 1 / 8) * d for n in orders])
lower_list = np.array([(P + n + 1 / 8) * d for n in orders])
for h_up, h_low in zip(upper_list, lower_list):
    for z_atom in (upper_plane + h_up, lower_plane + h_low):
        assert abs(wrapped((z_atom - diffraction_plane) / d - P)) < 1e-3

# --- Nearest silicon distances for all sites and orders ---
lower_atom = a * np.array([-0.25, -0.25, 0.25])
assert np.min(np.linalg.norm(substrate - lower_atom, axis=1)) < 1e-9
lateral = lower_atom - (lower_atom @ normal) * normal
sites = {"T1": np.zeros(3), "T4": lateral, "H3": -lateral}


def distances(site, height):
    r = sites[site] + height * normal
    return np.sort(np.linalg.norm(substrate - r, axis=1))


def survivors(position):
    return [(n, s) for n in orders for s in sites
            if bond_min <= distances(s, (position + n - 1/8)*d)[0] <= bond_max]


allowed = survivors(P)
assert allowed == [(-1, "H3"), (0, "T1")]
assert survivors(P - sigma_P) == allowed == survivors(P + sigma_P)
h0, hm = upper_list[1], upper_list[0]
assert abs(distances("T1", h0)[0] - h0) < 1e-9
assert abs(distances("H3", h0)[3] - np.sqrt(a**2 / 6 + h0**2)) < 1e-9 or \
       abs(distances("H3", h0)[0] - np.sqrt(a**2 / 6 + h0**2)) < 1e-9
hollow = distances("H3", hm)
hollow_count = int(np.sum(hollow < bond_max))
top_count = int(np.sum(distances("T1", h0) < bond_max))
assert (top_count, hollow_count) == (1, 6)

# --- What a second substrate reflection can and cannot decide ---
H2 = np.array([1, 1, -1])


def position_second(site, height):
    r = sites[site] + height * normal
    return (H2 @ r / a - silicon_phase(H2)) % 1


P2_top = position_second("T1", h0)
P2_hollow = position_second("H3", hm)
assert abs(wrapped(P2_hollow - P2_top - 1 / 3)) < 1e-9
rise_phase = wrapped(position_second("T1", h0 + d) - P2_top)
assert abs(rise_phase - 1 / 3) < 1e-9
translation = a * np.array([0.5, 0.5, 0])
assert abs(translation @ normal - d) < 1e-12
for H in np.ndindex(7, 7, 7):
    H = np.array(H) - 3
    if len(set(H % 2)) == 1:
        assert abs(wrapped(H @ translation / a)) < 1e-9

# --- Size of effects left out of the one-height reading ---
split = d * np.arccos(f_measured) / np.pi
pair = np.exp(2j * np.pi * (P + np.array([-0.5, 0.5]) * split / d)).mean()
assert abs(abs(pair) - f_measured) < 1e-12
assert abs(wrapped(np.angle(pair) / (2 * np.pi) - P)) < 1e-12

minority = 0.10
theta = np.linspace(-np.pi, np.pi, 200001)
mixture = 1 - minority + minority * np.exp(1j * theta)
worst = np.argmax(np.angle(mixture))
minority_shift = d * np.arcsin(minority / (1 - minority)) / (2 * np.pi)
assert abs(np.angle(mixture[worst]) * d / (2*np.pi) - minority_shift) < 1e-7
minority_f = abs(mixture[worst])

layers, film_strain = 3, -0.015
d_film = d * (1 + film_strain)
film = np.exp(2j*np.pi*(P*d + np.arange(layers)*d_film)/d).mean()
film_shift = (layers - 1) * (d_film - d) / 2
assert abs(wrapped(np.angle(film)/(2*np.pi) - P - film_shift/d)) < 1e-12

relaxation = 0.005
expansion, delta_T = 2.6e-6, 100.0
thermal_shift = z_list[-1] * expansion * delta_T

print(f"Si lattice parameter a = {a:.5f} nm")
print(f"Si(111) plane spacing d = {d:.5f} nm")
print(f"upper Si plane above diffraction plane = {d/8:.4f} nm")
print(f"bilayer thickness d/4 = {d/4:.4f} nm")
print(f"coherent position P = {P:.2f} +/- {sigma_P:.2f} (no unit)")
print(f"coherent fraction f = {f_measured:.2f} (no unit)")
print(f"height uncertainty = {sigma_P*d:.4f} nm")
print("Heights in nm above: diffraction, upper Si, lower Si plane")
for n, z, hu, hl in zip(orders, z_list, upper_list, lower_list):
    print(f"n = {n:2d}: {z:8.4f} {hu:8.4f} {hl:8.4f}")
print(f"accepted bond range = {bond_min:.2f} to {bond_max:.2f} nm")
print("Nearest Si distance in nm for sites T1, T4, H3")
for n, hu in zip(orders, upper_list):
    row = " ".join(f"{distances(s, hu)[0]:8.4f}" for s in sites)
    print(f"n = {n:2d}: {row}")
print("surviving pairs:", ", ".join(f"n={n} {s}" for n, s in allowed))
print(f"T1, n=0: Si neighbours within range limit = {top_count}")
print(f"H3, n=-1: Si neighbours within range limit = {hollow_count}")
print(f"H3, n=-1: distance to 3 lower Si = {hollow[0]:.4f} nm")
print(f"H3, n=-1: distance to 3 upper Si = {hollow[3]:.4f} nm")
print(f"(11-1) position for T1, n=0 = {P2_top:.3f} (no unit)")
print(f"(11-1) position for H3, n=-1 = {P2_hollow:.3f} (no unit)")
print(f"(11-1) phase change on rise by d = {rise_phase:.4f} cycles")
print("Wave-equation test")
print(f"scan range x = {detuning[0]:.2f} to {detuning[-1]:.2f} (no unit)")
print(f"antinode at scan start = {v_wave[0]/(2*np.pi):.3f} d")
print(f"antinode at scan end = {v_wave[-1]/(2*np.pi):.3f} d")
print(f"largest phase error = {phase_error:.1e} rad")
print(f"ordered fraction in test = {ordered_fraction:.2f} (no unit)")
for n, (P_fit, f_fit) in zip((0, 1), fits):
    print(f"true height {P+n:.2f} d: fit P = {P_fit:.4f}, f = {f_fit:.4f}")
print("Neglected effects")
print(f"vibration amplitude (rms) = {u:.3f} nm")
print(f"vibration factor in f = {vibration_factor:.4f} (no unit)")
print(f"equal two-height splitting giving f = {split:.4f} nm")
print(f"minority fraction = {minority:.2f} (no unit)")
print(f"largest minority shift = {minority_shift:.4f} nm")
print(f"f at largest minority shift = {minority_f:.3f} (no unit)")
print(f"film: {layers} layers, spacing change = {100*film_strain:.1f} %")
print(f"film shift of apparent height = {film_shift:.4f} nm")
print(f"film coherent fraction = {abs(film):.4f} (no unit)")
print(f"assumed outward Si relaxation = {relaxation:.3f} nm")
print(f"T1 bond after that relaxation = {h0-relaxation:.4f} nm")
print(f"assumed Si thermal expansion = {expansion:.1e} 1/K")
print(f"n=2 height change for {delta_T:.0f} K = {thermal_shift:.1e} nm")
print("verified")
```

It prints:

```
Si lattice parameter a = 0.54310 nm
Si(111) plane spacing d = 0.31356 nm
upper Si plane above diffraction plane = 0.0392 nm
bilayer thickness d/4 = 0.0784 nm
coherent position P = 0.86 +/- 0.01 (no unit)
coherent fraction f = 0.90 (no unit)
height uncertainty = 0.0031 nm
Heights in nm above: diffraction, upper Si, lower Si plane
n = -1:  -0.0439  -0.0831  -0.0047
n =  0:   0.2697   0.2305   0.3089
n =  1:   0.5832   0.5440   0.6224
n =  2:   0.8968   0.8576   0.9360
accepted bond range = 0.21 to 0.26 nm
Nearest Si distance in nm for sites T1, T4, H3
n = -1:   0.0831   0.0047   0.2218
n =  0:   0.2305   0.3089   0.3198
n =  1:   0.5440   0.5875   0.5875
n =  2:   0.8576   0.8858   0.8858
surviving pairs: n=-1 H3, n=0 T1
T1, n=0: Si neighbours within range limit = 1
H3, n=-1: Si neighbours within range limit = 6
H3, n=-1: distance to 3 lower Si = 0.2218 nm
H3, n=-1: distance to 3 upper Si = 0.2368 nm
(11-1) position for T1, n=0 = 0.120 (no unit)
(11-1) position for H3, n=-1 = 0.453 (no unit)
(11-1) phase change on rise by d = 0.3333 cycles
Wave-equation test
scan range x = -0.95 to 0.95 (no unit)
antinode at scan start = 0.450 d
antinode at scan end = 0.050 d
largest phase error = 1.1e-03 rad
ordered fraction in test = 0.91 (no unit)
true height 0.86 d: fit P = 0.8600, f = 0.8984
true height 1.86 d: fit P = 0.8601, f = 0.8984
Neglected effects
vibration amplitude (rms) = 0.008 nm
vibration factor in f = 0.9872 (no unit)
equal two-height splitting giving f = 0.0450 nm
minority fraction = 0.10 (no unit)
largest minority shift = 0.0056 nm
f at largest minority shift = 0.894 (no unit)
film: 3 layers, spacing change = -1.5 %
film shift of apparent height = -0.0047 nm
film coherent fraction = 0.9970 (no unit)
assumed outward Si relaxation = 0.005 nm
T1 bond after that relaxation = 0.2255 nm
assumed Si thermal expansion = 2.6e-06 1/K
n=2 height change for 100 K = 2.3e-04 nm
verified
```
